\section*{Why Momentum Meshes Converge Slowly for Quasiparticle Gaps in Two Dimensions}

\section{What dimensions allow}

Consider an undoped, freestanding semiconducting layer whose long-wavelength response is isotropic in the plane, as it is for a hexagonal crystal. The two-dimensional Fourier transform of $e^2/(4\pi\varepsilon_0 r)$ is
\begin{equation}
v(q)=\frac{C}{q},\qquad C=\frac{e^2}{2\varepsilon_0}=9.048\ \mathrm{eV\,nm},
\end{equation}
and at small wavevector the dielectric function is $\varepsilon(q)=1+r_0q$, where $r_0$ is a length. An $n\times n$ momentum mesh on a crystal with lattice constant $a$ adds one more length, the supercell size $L=na$. If the orbital size is much smaller than $L$ and $r_0$ itself is taken as exact, the mesh error $\Delta_n$ of the gap can depend only on $C$, $r_0$ and $L$. Since $C$ is an energy times a length,
\begin{equation}
\Delta_n=\frac{C}{L}\,\Phi\!\left(\frac{L}{r_0}\right).
\label{eq:scaling}
\end{equation}
The mesh is therefore fine or coarse according to whether $na$ is large or small compared with $r_0$, which can be many lattice constants. It remains to find $\Phi$ in the two limits.

\section{Why the dielectric function starts linearly}

Let $\chi_0$ be the static density response per area, with $\varepsilon=1-v\chi_0$. In a gapped layer it comes from transitions between valence and conduction states. Their overlap $\langle c,\mathbf k+\mathbf q|v,\mathbf k\rangle$ vanishes at $q=0$ by orthogonality and is linear in $q$, so $\chi_0\propto-q^2$. Multiplication by $C/q$ leaves one power of $q$.

A massive Dirac layer gives the coefficient. Let $H=\hbar v_F\,\boldsymbol\sigma\cdot\mathbf k+m\sigma_z$, with $E=\sqrt{m^2+\hbar^2v_F^2k^2}$, gap $E_g=2m$ and degeneracy $g$. Each state is a spinor along or against a unit vector $\hat n$ with polar angle $\theta$, where $\tan\theta=\hbar v_Fk/m$. The squared overlap is $\tfrac12(1-\hat n\cdot\hat n')\simeq\tfrac14|\delta\hat n|^2$. A radial step turns $\hat n$ at the rate $d\theta/dk=\hbar v_Fm/E^2$, a tangential one at the rate $\sin\theta/k=\hbar v_F/E$. Averaged over the direction of $\mathbf q$, the squared overlap is $\tfrac18q^2\hbar^2v_F^2(E^{-2}+m^2E^{-4})$. With two time orderings, energy denominator $2E$ and $\hbar^2v_F^2k\,dk=E\,dE$,
\begin{align}
\chi_0&=-2g\int\frac{k\,dk}{2\pi}\,\frac{q^2\hbar^2v_F^2}{8}\,
\frac{E^{-2}+m^2E^{-4}}{2E}\nonumber\\
&=-\frac{gq^2}{16\pi}\int_m^\infty\!\left(\frac1{E^2}+\frac{m^2}{E^4}\right)dE
=-\frac{gq^2}{16\pi}\,\frac{4}{3m}=-\frac{gq^2}{6\pi E_g}.
\end{align}
Hence $r_0=Cg/(6\pi E_g)$. For $g=4$ and $E_g=2$ eV this is $0.960$ nm, and direct diagonalization at $q=0.02\ \mathrm{nm^{-1}}$ gives the same value.

\section{The term that is lost at $q=0$}

The correlation part of the screened interaction is
\begin{equation}
W_c(q)=\frac Cq\left(\frac1{1+r_0q}-1\right)=-\frac{Cr_0}{1+r_0q}.
\label{eq:wc}
\end{equation}
Although $1/\varepsilon-1$ vanishes at $q=0$, its product with $v$ tends to $-Cr_0$. A calculation that sets $1/\varepsilon=1$ at the mesh point $q=0$ and drops the correlation term there loses a finite quantity.

To see how this enters the gap, take a band-edge state of energy $E$ scattering to a state of energy $E'=E+\delta$ in the same band. On the imaginary frequency axis its correlation self-energy, per wavevector, is
\begin{equation}
\Sigma_c=-\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\frac{W_c(q,i\omega)}{i\omega-\delta}
=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,W_c(q,i\omega)\,\frac{\delta}{\omega^2+\delta^2}.
\end{equation}
The second form follows because $W_c$ is even in $\omega$, so the odd part of $1/(i\omega-\delta)=-(\delta+i\omega)/(\omega^2+\delta^2)$ integrates to zero. As $q\to0$, $\delta\to0$ and the last factor becomes $\pm\pi$ times a delta function. This gives $+\tfrac12W_c$ for the empty edge ($\delta>0$) and $-\tfrac12W_c$ for the occupied one. Their difference is $W_c$ with its static value. Neglecting recoil at larger $q$ as well, the intraband correlation term of the gap is
\begin{equation}
I=\int\!\frac{d^2q}{(2\pi)^2}\,F(q)W_c(q),\qquad F(q)=e^{-b^2q^2},
\end{equation}
where $F$ is a model squared overlap for orbitals of size $b$ and $\mathbf q$ runs over the extended zone. Interband terms have overlaps that vanish at $q=0$ and are left out; for the parameters used below, an estimate with the Dirac overlap $\tfrac12(1-m/E)$, $m=1$ eV and $\hbar v_F=0.35$ eV\,nm puts their mesh error near $-0.07$ eV at $n=6$ and below 0.01 eV in size at $n=12$. Bare exchange, which adds $+FC/q$ to the integrand of the gap, is assumed to be integrated exactly, so all errors below are those of the correlation term alone.

\section{Fine meshes: images of the electron}

Let $A=\sqrt3a^2/2$ be the area of the hexagonal unit cell. A mesh sum has weight $1/(n^2A)$ per point. Poisson summation turns the sum over all mesh points, with the correct limit at $q=0$, into a sum of the real-space function $\widetilde W_c(\mathbf R)$, the transform of $FW_c$, over supercell vectors. The term $\mathbf R=0$ is $I$. Dropping $q=0$ removes $-Cr_0/(n^2A)$, so
\begin{equation}
\Delta_n=\frac{Cr_0}{n^2A}+\sum_{\mathbf R\ne0}\widetilde W_c(\mathbf R).
\label{eq:poisson}
\end{equation}
The second term is the spurious polarization interaction with periodic images.

At large $R$ it is governed by the leading non-analytic term of $FW_c$, which is $+Cr_0^2q$. The transform of $1/q$ is $1/(2\pi R)$, and a factor $q^2$ becomes $-\nabla^2$. Since $\nabla^2R^{-1}=R^{-3}$ in two dimensions, $q=q^2/q$ transforms to $-1/(2\pi R^3)$. For $na\gg r_0$,
\begin{equation}
\Delta_n\simeq\frac{Cr_0}{n^2A}-\frac{Cr_0^2S_3}{2\pi(na)^3},\qquad
S_3=\sum_{\mathbf m\ne0}\frac1{|\mathbf m|^3}=11.034,
\label{eq:fine}
\end{equation}
where $\mathbf m$ runs over the hexagonal lattice of unit spacing. The final law is thus $1/n^2$. If the finite limit is kept at $q=0$, the first term is absent and the error falls as $n^{-3}$. This relies on isotropy: when $r_0$ depends on the direction of $\mathbf q$, so does the limit, and on a rectangular lattice an $n^{-2}$ term remains even if the angular mean is used at $q=0$.

\section{Coarse meshes: a slower law}

When $na\ll r_0$, every nonzero mesh point near the origin has $r_0q\gg1$, and there $W_c\simeq-C/q$. The length $r_0$ drops out, and (\ref{eq:scaling}) demands $1/n$. With $q=h|\mathbf m|$ and pitch $h=4\pi/(\sqrt3\,an)$, the missing weight is measured by
\begin{equation}
M=\frac{2}{\sqrt3}\int\frac{d^2x}{|\mathbf x|}-\sum_{\mathbf m\ne0}\frac1{|\mathbf m|},
\end{equation}
where both parts carry the same smooth cutoff, removed at the end. Then, since $nAh=2\pi a$,
\begin{equation}
\Delta_n\simeq\frac{CM}{n^2Ah}=\frac{MC}{2\pi na}.
\label{eq:coarse}
\end{equation}

To evaluate $M$, rescale the lattice to unit cell area and split
\begin{equation}
\frac1x=2\int_0^\infty e^{-\pi x^2t^2}dt
=\frac{\operatorname{erf}(\sqrt\pi x)}{x}+\frac{\operatorname{erfc}(\sqrt\pi x)}{x},
\end{equation}
the first part coming from $t<1$. Transforming the Gaussians shows that this part has the transform $\operatorname{erfc}(\sqrt\pi p)/p$, with phase convention $e^{-2\pi i\mathbf p\cdot\mathbf x}$. Poisson summation of the first part gives a sum over $\mathbf p\ne0$, from which its value 2 at $x=0$ must be subtracted. The integral of the second part, also 2, must be subtracted too. The reciprocal lattice is the same lattice rotated, so sum minus integral is $-4+2\sum_{\mathbf x\ne0}\operatorname{erfc}(\sqrt\pi x)/x$. The six nearest vectors have $x=(2/\sqrt3)^{1/2}=1.0746$ and contribute $0.0789$; the rest are negligible here. Returning to unit spacing multiplies by $1.0746$, so $M=1.0746\times3.921=4.213$.

Equating the leading terms of (\ref{eq:fine}) and (\ref{eq:coarse}) gives the crossover
\begin{equation}
n^*=\frac{2\pi r_0a}{MA},\qquad n^*a=\frac{4\pi}{\sqrt3M}\,r_0\simeq1.7\,r_0 .
\end{equation}
Two tests bear out the limits. At $n=400$ with $r_0=4$ nm, (\ref{eq:fine}) agrees with the mesh sum within 0.1\%. At $n=48$ with $r_0=4\times10^4$ nm, (\ref{eq:coarse}) agrees within 0.5\%. Both use $a=0.32$ nm and $b=0.3$ nm.

\section{Numbers for a strongly polarizable layer}

Take $a=0.32$ nm and $r_0=4$ nm, rough values for monolayer MoS$_2$, and choose $b=0.3$ nm. The converged term is $I=-3.38$ eV. It is set largely by the choice of $b$, being $-7.41$ eV for $b=0.15$ nm and $-1.84$ eV for $b=0.5$ nm. The mesh errors are less sensitive: over the same range the dropped-term error runs from 2.28 to 1.72 eV at $n=6$ and from 0.95 to 0.91 eV at $n=12$. The two laws are $408.1/n^2$ eV and $18.96/n$ eV, and they cross at $n^*\simeq21.5$. There the true error is just under half of either law, and $408.1/n^2$ alone comes within 10\% only near $n=190$, where $na\approx15\,r_0$. The coarse law needs $b\ll na\ll r_0$, which these parameters hardly allow: at $n=6$ the error is 68\% of it, and on coarser meshes, where $na$ approaches $b$, a smaller fraction. The errors relative to $I$ for three treatments of $q=0$, in eV, are:
\begin{center}
\begin{tabular}{rrrr}
$n$ & dropped & finite limit & cell average\\
6 & 2.150 & $-9.186$ & 0.340\\
12 & 0.941 & $-1.893$ & 0.120\\
24 & 0.357 & $-0.351$ & 0.040\\
48 & 0.120 & $-0.057$ & 0.012\\
96 & 0.036 & $-0.008$ & 0.003
\end{tabular}
\end{center}
At $n=12$ the fine and coarse laws give $408.1/144=2.83$ eV and $18.96/12=1.58$ eV. The true error, 0.94 eV, is below both. Here $na=3.84$ nm is close to $r_0$, so the mesh is in neither limit and neither law should be trusted. At $n=96$, (\ref{eq:fine}) gives $0.0443-0.0088=0.0355$ eV, close to the computed 0.036 eV.

The local exponent of the dropped-term error rises from 1.19 between $n=6$ and 12 to 1.73 between 48 and 96, and reaches 1.93 between 200 and 400. A $1/n^2$ extrapolation started too early therefore fails: from $n=12$ and 18 it leaves
\begin{equation}
\frac{18^2(0.5421)-12^2(0.9406)}{18^2-12^2}\simeq0.22\ \mathrm{eV}.
\end{equation}

The finite limit is correct at the point $q=0$ but poor for a coarse cell. At $n=12$ the pitch is $1.89\ \mathrm{nm^{-1}}$, and $\varepsilon$ has already reached 4.8 at the nearest cell edge. Using $-Cr_0$ throughout the cell greatly overestimates the correlation there.

Averaging $FW_c$ over the central cell, as in the last column of the table, removes most of the error, which locates its source. (Averaging $W_c$ alone, with $F=1$ in that cell, gives 0.083, 0.090 and 0.037 eV at $n=6$, 12 and 24.) In the coarse limit the average supplies $2\sqrt3\ln3=3.81$ of $M=4.21$, the integral of $1/|\mathbf x|$ over a hexagon divided by its area. The remaining tenth comes from sampling the other cells at their centres. On very fine meshes the average differs from $-Cr_0$ by an amount proportional to $h$, so this error also ends as $n^{-3}$; that regime is not yet reached at $n=96$. Among multiples of six, the first mesh with an error below 0.05 eV is $n=84$ with the term dropped and $n=24$ with the average. These figures assume exact exchange. If $+FC/q$ is summed on the same mesh and averaged over the central cell, its error has the opposite sign ($-0.39$, $-0.17$ and $-0.08$ eV at $n=6$, 12 and 24), and the total with the averaged $FW_c$ becomes $-0.05$, $-0.05$ and $-0.04$ eV. The averaged exchange error ends as $-1.8/n$ eV, so this total falls only as $1/n$: it is $-0.027$ eV at $n=48$ and $-0.017$ eV at $n=96$.

\section{Which property is responsible}

Replace $\varepsilon$ by $1+(r_0q)^2$, keeping all else fixed. Then
\begin{equation}
W_c=-\frac{Cr_0^2q}{1+r_0^2q^2}
\end{equation}
vanishes at $q=0$, so dropping that point is correct. The remaining cusp gives $n^{-3}$, and the computed exponent between $n=200$ and 400 is 3.03. Yet at $n=12$ the error is 1.07 eV, similar to the 0.94 eV of the linear case. Both kernels approach $-C/q$ once $r_0q\gg1$, and $r_0q$ is already 7.6 at the nearest nonzero mesh points. A pure $-C/q$ kernel would give 1.55 eV; both errors lie 0.5 to 0.6 eV below this, mostly because both kernels are much weaker than $-C/q$ inside the central cell. If instead the linear form is kept and $r_0$ is reduced to 0.4 nm, the error at $n=12$ falls from 0.94 to 0.24 eV.

The linear approach to one thus fixes the final $1/n^2$ law of the dropped term. The slowness on coarse meshes comes from the rapid fall of $1/\varepsilon$ within a wavevector of order $1/r_0$.

\section{The model beside a real layer}

For MoS$_2$ the value of $r_0$ is an input: the two-band estimate is four to six times smaller (0.96 nm for the unbounded Dirac cone, 0.73 nm for a honeycomb lattice with the same gap and velocity, where the zone is finite) and omits all other bands. A real calculation also obtains $r_0$ on the mesh: in that lattice model it is 6\% too large at $n=6$, which would shift the cell-averaged error by about $-0.03$ eV, and it is converged to 0.1\% at $n=12$. Nor is $I$ a full $GW$ gap correction. Spreading the charge uniformly over a thickness of 0.6 nm changes $I$ to $-2.30$ eV, but the dropped-term error at $n=12$ only from 0.94 to 0.82 eV. At $n=6$, where the mesh points lie further outside the linear range of $\varepsilon$, it falls from 2.15 to about 1.7 eV, and $\varepsilon$ at the nearest cell edge for $n=12$ falls from 4.8 to 4.2; the meshes $n=84$ and $n=24$ found above stay the same. The limit $-Cr_0$, and with it the final $1/n^2$ law, is unchanged. Recoil, estimated with a 5 eV polarization pole and masses of $0.5m_0$, changes the dropped-term error by 0.002 eV at $n=12$ and 0.016 eV at $n=6$, and $I$ by 0.08 eV.

Supported and doped layers break the assumption that $\varepsilon(0)=1$. A substrate of optical dielectric constant 2.1 replaces $1+r_0q$ by $\kappa+r_0q$, with $\kappa=(1+2.1)/2=1.55$. It changes the gap term by $-0.14$ eV if its surface lies in the plane of the layer, as this form assumes; at a distance of 0.3 or 0.5 nm the change is $-0.10$ or $-0.09$ eV. It also leaves a singular part $-C(1-1/\kappa)/q$ in $W_c$, so the final dropped-term law becomes $(1-1/\kappa)\,18.96/n\simeq6.7/n$ eV. This limit is approached slowly: $n\Delta_n$ is 12.8 eV at $n=12$, 8.3 eV at $n=96$ and 7.1 eV at $n=400$. With $10^{12}\ \mathrm{cm^{-2}}$ carriers at 300 K, mass $0.5m_0$ and fourfold degeneracy, the static dielectric function gains a term $q_s/q$ at small $q$, with $q_s=3.3\ \mathrm{nm^{-1}}$. The carrier response falls off above the thermal wavevector, about $0.6\ \mathrm{nm^{-1}}$, so this term exceeds $1+r_0q$ only below roughly $0.7\ \mathrm{nm^{-1}}$, inside the central cell at $n=12$; at the nearest nonzero mesh points it is 0.45 against 8.6. The finite limit (\ref{eq:wc}) then no longer applies, and both the kernel and its treatment at $q=0$ must include the carriers.

\section*{Calculated quantities}
\begin{verbatim}
C = e^2/(2 eps0): 9.0476 eV nm
a = 0.32 nm, r0 = 4.0 nm, b = 0.3 nm, A = 0.08868 nm^2
Dirac: gap 2.0 eV, hbar*v 0.35 eV nm, g = 4
Dirac r0, formula: 0.9600 nm
Dirac r0, diagonalization: 0.9600 nm
limit Wc(0) = -36.190 eV nm^2; 1/r0 = 0.250 1/nm
converged gap term: -3.3832 eV
Madelung-type M = 4.2134; inverse-cube sum = 11.0342
fine law C r0/A = 408.09 eV, divided by n^2
coarse law M C/(2 pi a) = 18.960 eV, over n
crossover n* = 21.52
gap errors in eV: q=0 dropped | finite limit | cell average
n=  6: 2.1495 | -9.1864 | 0.3404
n= 12: 0.9406 | -1.8934 | 0.1203
n= 18: 0.5421 | -0.7175 | 0.0639
n= 24: 0.3573 | -0.3512 | 0.0401
n= 36: 0.1916 | -0.1232 | 0.0198
n= 48: 0.1202 | -0.0570 | 0.0115
n= 96: 0.0361 | -0.0081 | 0.0026
exponent, dropped, n=6 to 12: 1.192
exponent, dropped, n=12 to 24: 1.396
exponent, dropped, n=24 to 48: 1.572
exponent, dropped, n=48 to 96: 1.733
exponents n=200 to 400: linear eps, dropped 1.929;
  linear eps, finite limit 2.979; quadratic eps 3.026
image sum at n=24: -0.3512 eV
n=12: mesh pitch 1.889 1/nm, eps at cell edge 4.78
error left by 1/n^2 extrapolation from n=12,18: 0.2233 eV
first n (multiple of 6) below 0.05 eV: dropped 84, cell average 24
control n=12, r0 = 0.4 nm, dropped: 0.2394 eV
control n=12, quadratic eps: 1.0666 eV
neglected: thickness 0.6 nm, pole 5.0 eV, mass 0.5 m0
with thickness: gap term -2.2990 eV, dropped error n=12 0.8233, n=24 0.3317 eV
with recoil: gap term -3.2994 eV, dropped error n=12 0.9386, n=24 0.3571 eV
Dirac (eps-1)/(r0 q) at q=1.0 1/nm: 0.9880
Dirac (eps-1)/(r0 q) at q=3.0 1/nm: 0.9060
Dirac r0 error from k-mesh n=6: 6.092 %
Dirac r0 error from k-mesh n=12: 0.039 %
substrate (optical eps 2.1): gap change -0.1377 eV
carriers 1e12 cm^-2 at 300 K: screening wavevector 3.343 1/nm
intrinsic carriers: 1.71e-04 cm^-2, screening wavevector 1.20e-15 1/nm
\end{verbatim}
